**Residual bounds for CI energies, properties and densities**

For a normalized CI vector with energy $\rho$, residual $r$ and gap $g=E_1-\rho>0$, the energy error is at most $|r|^2/g$, and the sine of the angle $\theta$ to the ground vector is at most $|r|/g$. A property of spectral width $w$ errs by at most $w\sin\theta$, and the integrated absolute density error of $N$ electrons is at most $2N\sin\theta$. The program asserts the energy, vector and property bounds on random complex Hermitian matrices, and all four bounds at each Davidson step for LiH in full CI/STO-3G, with complete diagonalization as reference and a 1 percent allowance for quadrature in the density bound. It also asserts that the energy bound is an equality for two levels and that an overestimated gap then breaks it. Mixing in single excited states confirms a quadratic energy error and a dipole error that is linear for a coupled state and quadratic for an uncoupled one. The output gives residual thresholds of 1.90e-3 eV for an energy target of 1e-6 eV and 4.52e-5 eV for a density target of 1e-4 electrons. At the steps where the thresholds are met, the actual errors lie well below the bounds. The last printed energy error, 9.7e-14 eV, is at the level of rounding.

## Verification by program

```python
# Result under test: for a normalized CI vector c with Rayleigh quotient rho,
# residual r = (H-rho)c and gap g = E1-rho > 0,
#   0 <= rho-E0 <= |r|^2/g,   sin(theta) <= |r|/g,
#   |error of <A>| <= width(A)*sin(theta),
#   integral |density error| <= 2*N*sin(theta).
# E0, E1: two lowest levels of the sector; theta: angle between c and the
# ground vector; width(A): largest minus smallest eigenvalue; N: electrons.
# Example: LiH, full CI/STO-3G, Davidson solver. Internally atomic units.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc
from pyscf import gto, fci, dft

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
rng = np.random.default_rng(7)


def angle_sine(c, ground):
    return np.linalg.norm(c - ground * np.vdot(ground, c))


# General inequalities on random complex Hermitian matrices
accepted = 0
for trial in range(400):
    X = rng.normal(size=(2, 7, 7))
    M = X[0] + 1j * X[1]
    M = M + M.conj().T
    Y = rng.normal(size=(2, 7, 7))
    A = Y[0] + 1j * Y[1]
    A = A + A.conj().T
    levels, vecs = np.linalg.eigh(M)
    v0 = vecs[:, 0]
    noise = rng.normal(size=7) + 1j * rng.normal(size=7)
    c = v0 + rng.uniform(0.01, 0.3) * noise
    c /= np.linalg.norm(c)
    rho = np.vdot(c, M @ c).real
    gap = levels[1] - rho
    if gap <= 0:
        continue
    accepted += 1
    res = np.linalg.norm(M @ c - rho * c)
    s = angle_sine(c, v0)
    assert -1e-11 <= rho - levels[0] <= res**2 / gap + 1e-11
    assert s <= res / gap + 1e-11
    diff = np.outer(c, c.conj()) - np.outer(v0, v0.conj())
    ev = np.linalg.eigvalsh(diff)
    assert abs(ev[0] + s) < 1e-11 and abs(ev[-1] - s) < 1e-11
    assert np.max(np.abs(ev[1:-1])) < 1e-11
    a = np.linalg.eigvalsh(A)
    dA = np.vdot(c, A @ c).real - np.vdot(v0, A @ v0).real
    assert abs(dA) <= (a[-1] - a[0]) * s + 1e-11
assert accepted > 100

# Two levels: the energy bound is an equality, so too large a gap breaks it
M2 = np.array([[0.3, 0.2], [0.2, 1.1]])
e2 = np.linalg.eigvalsh(M2)
c2 = np.array([1.0, 0.0])
rho2 = c2 @ M2 @ c2
res2 = np.linalg.norm(M2 @ c2 - rho2 * c2)
assert abs(rho2 - e2[0] - res2**2 / (e2[1] - rho2)) < 1e-13
assert rho2 - e2[0] > res2**2 / (1.2 * (e2[1] - rho2))

# LiH orbitals from a small damped Hartree-Fock loop
distance = 1.6
mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, distance)]],
            basis="sto-3g", unit="Angstrom", verbose=0)
S = mol.intor("int1e_ovlp")
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri_ao = mol.intor("int2e")
norb, N = S.shape[0], mol.nelectron
nelec = (N // 2, N // 2)
P = np.diag([2.0, 1.0, 0.0, 0.0, 0.0, 1.0])
for step in range(200):
    J = np.einsum("pqrs,rs->pq", eri_ao, P)
    K = np.einsum("prqs,rs->pq", eri_ao, P)
    orb_e, mo = eigh(hcore + J - 0.5 * K, S)
    Pnew = 2 * mo[:, :N // 2] @ mo[:, :N // 2].T
    change = np.max(np.abs(Pnew - P))
    P = 0.5 * (P + Pnew)
assert change < 1e-8
h1 = mo.T @ hcore @ mo
eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, mo, mo, mo, mo,
                optimize=True)
z_mo = mo.T @ mol.intor("int1e_r")[2] @ mo

# Even-spin sector: CI coefficients symmetric under alpha-beta exchange
nstr = fci.cistring.num_strings(norb, N // 2)
iu = np.triu_indices(nstr)
scale = np.where(iu[0] == iu[1], 1.0, np.sqrt(0.5))
dim = len(scale)


def to_matrix(v):
    C = np.zeros((nstr, nstr))
    C[iu] = v * scale
    return C + C.T - np.diag(np.diag(C))


def to_vector(C):
    return C[iu] / scale


h2 = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
H = np.zeros((dim, dim))
Z = np.zeros((dim, dim))
for k in range(dim):
    unit = np.zeros(dim)
    unit[k] = 1.0
    C = to_matrix(unit)
    H[:, k] = to_vector(fci.direct_spin1.contract_2e(h2, C, norb, nelec))
    Z[:, k] = to_vector(fci.direct_spin1.contract_1e(z_mo, C, norb, nelec))
assert np.allclose(H, H.T, atol=1e-10) and np.allclose(Z, Z.T, atol=1e-10)
H, Z = 0.5 * (H + H.T), 0.5 * (Z + Z.T)
E, V = np.linalg.eigh(H)
ground = V[:, 0]
gap0 = E[1] - E[0]
e_ref = fci.direct_spin1.kernel(h1, eri, norb, nelec)[0]
assert abs(e_ref - E[0]) < 1e-8

# Width of the electronic dipole operator: full spectrum and orbital sum
zspec = np.linalg.eigvalsh(Z)
width = zspec[-1] - zspec[0]
zo = np.linalg.eigvalsh(z_mo)
assert abs(width - 2 * (zo[-2:].sum() - zo[:2].sum())) < 1e-9
z0 = ground @ Z @ ground
sigma = np.sqrt(np.linalg.norm(Z @ ground)**2 - z0**2)

# Powers with which errors vanish when one excited state is mixed in
Zeig = V.T @ Z @ V
bright = 1 + int(np.argmax(np.abs(Zeig[0, 1:])))
dark_list = [k for k in range(1, 20) if abs(Zeig[0, k]) < 1e-8]
assert dark_list
dark = max(dark_list, key=lambda k: abs(Zeig[k, k] - z0))


def powers(k):
    rows = []
    for t in (1e-3, 1e-4):
        c = ground + t * V[:, k]
        c /= np.linalg.norm(c)
        rho = c @ H @ c
        rows.append([np.linalg.norm(H @ c - rho * c), rho - E[0],
                     abs(c @ Z @ c - z0)])
    return np.log10(np.array(rows[0]) / np.array(rows[1]))


p_bright, p_dark = powers(bright), powers(dark)
assert np.allclose(p_bright, [1, 2, 1], atol=0.03)
assert np.allclose(p_dark, [1, 2, 2], atol=0.03)

# Real-space grid for the integrated absolute density error
grid = dft.gen_grid.Grids(mol)
grid.level = 2
grid.build()
phi = dft.numint.eval_ao(mol, grid.coords) @ mo
gamma0 = fci.direct_spin1.make_rdm1(to_matrix(ground), norb, nelec)
n0 = np.einsum("gp,pq,gq->g", phi, gamma0, phi, optimize=True)
count = grid.weights @ n0
assert abs(count - N) < 1e-2

# Targets and the residual thresholds that guarantee them
eps_E, eps_n, eps_z = 1e-6 / EV, 1e-4, 1e-4 / ANG
thr_E = np.sqrt(gap0 * eps_E)
thr_n = gap0 * eps_n / (2 * N)
thr_z = gap0 * eps_z / width
thr_sigma = gap0 * eps_z / (2 * sigma)
energy_for_density = gap0 * (eps_n / (2 * N))**2

# Davidson iterations from the Hartree-Fock determinant
B = np.zeros((dim, 1))
B[0, 0] = 1.0
diagonal = np.diag(H)
history, stops = [], {}
for it in range(1, 36):
    ritz, y = np.linalg.eigh(B.T @ H @ B)
    c = B @ y[:, 0]
    c /= np.linalg.norm(c)
    rho = c @ H @ c
    gap = E[1] - rho
    assert gap > 0
    rvec = H @ c - rho * c
    res = np.linalg.norm(rvec)
    s = angle_sine(c, ground)
    dE = rho - E[0]
    dgamma = fci.direct_spin1.make_rdm1(to_matrix(c), norb, nelec) - gamma0
    trace_norm = np.abs(np.linalg.eigvalsh(dgamma)).sum()
    dn = np.einsum("gp,pq,gq->g", phi, dgamma, phi, optimize=True)
    L1 = grid.weights @ np.abs(dn)
    dz = abs(c @ Z @ c - z0)
    # slack 1e-12 hartree covers rounding in the energy difference
    assert -1e-12 <= dE <= res**2 / gap + 1e-12
    assert dE >= gap0 * s**2 - 1e-12
    assert s <= res / gap + 1e-11
    assert dz <= width * s + 1e-11
    assert dz <= 2 * s * np.sqrt(1 - s**2) * sigma + width * s**2 + 1e-11
    assert trace_norm <= 2 * N * s + 1e-11
    assert L1 <= 1.01 * trace_norm + 1e-11  # 1 percent for quadrature
    ritz_gap = ritz[1] - ritz[0] if len(ritz) > 1 else np.nan
    if len(ritz) > 1:
        assert ritz[1] >= E[1] - 1e-10
    row = (it, res, dE, res**2 / gap, L1, trace_norm, 2 * N * res / gap,
           dz, width * res / gap, ritz_gap)
    history.append(row)
    if res <= np.sqrt(gap * eps_E) and "energy" not in stops:
        stops["energy"] = row
        assert dE <= eps_E
    if res <= gap * eps_n / (2 * N) and "density" not in stops:
        stops["density"] = row
        assert L1 <= eps_n and trace_norm <= eps_n
    if res <= gap * eps_z / width and "dipole" not in stops:
        stops["dipole"] = row
        assert dz <= eps_z
    if len(stops) == 3:
        break
    denom = rho - diagonal
    denom = np.where(np.abs(denom) < 0.05, -0.05, denom)
    new = rvec / denom
    for repeat in range(2):
        new -= B @ (B.T @ new)
        new /= np.linalg.norm(new)
    B = np.column_stack([B, new])
assert len(stops) == 3

print(f"LiH distance {distance:.2f} angstrom, electrons {N}, orbitals {norb}")
print(f"determinants {nstr**2}, even-spin sector dimension {dim}")
print(f"total full-CI energy {(E[0] + mol.energy_nuc()) * EV:.4f} eV")
print(f"gap E1-E0 in sector {gap0 * EV:.4f} eV")
print(f"electronic dipole width w {width * ANG:.4f} e angstrom")
print(f"electronic dipole std deviation {sigma * ANG:.4f} e angstrom")
print(f"grid electron count {count:.5f}")
print("powers of mixing amplitude: residual, energy, dipole")
print("  dipole-coupled state   " + " ".join(f"{x:.3f}" for x in p_bright))
print("  dipole-uncoupled state " + " ".join(f"{x:.3f}" for x in p_dark))
print(f"targets: energy {eps_E * EV:.1e} eV, density {eps_n:.1e} electrons,")
print(f"  dipole {eps_z * ANG:.1e} e angstrom")
print(f"residual threshold, energy  {thr_E * EV:.3e} eV"
      f" = {thr_E:.3e} hartree")
print(f"residual threshold, density {thr_n * EV:.3e} eV"
      f" = {thr_n:.3e} hartree")
print(f"residual threshold, dipole (width) {thr_z * EV:.3e} eV")
print(f"residual estimate, dipole (std dev) {thr_sigma * EV:.3e} eV")
print(f"ratio energy/density thresholds {thr_E / thr_n:.1f}")
print(f"energy error that guarantees density {energy_for_density * EV:.2e} eV")
print("Davidson: res, dE, dE bound in eV; L1 density, trace norm,")
print("  density bound in electrons; dipole error in e angstrom")
print("it res     dE      bound   L1      trace   bound   dipole")
for q in history:
    vals = (q[1] * EV, q[2] * EV, q[3] * EV, q[4], q[5], q[6], q[7] * ANG)
    print(f"{q[0]:2d} " + " ".join(f"{x:.1e}" for x in vals))
for name in ("energy", "density", "dipole"):
    q = stops[name]
    print(f"{name} stop: iteration {q[0]}, Ritz gap {q[9] * EV:.4f} eV")
print("every check passed")
```

Output:

```
LiH distance 1.60 angstrom, electrons 4, orbitals 6
determinants 225, even-spin sector dimension 120
total full-CI energy -214.4890 eV
gap E1-E0 in sector 3.6167 eV
electronic dipole width w 6.8779 e angstrom
electronic dipole std deviation 0.6085 e angstrom
grid electron count 4.00000
powers of mixing amplitude: residual, energy, dipole
  dipole-coupled state   1.000 2.000 1.001
  dipole-uncoupled state 1.000 2.000 2.000
targets: energy 1.0e-06 eV, density 1.0e-04 electrons,
  dipole 1.0e-04 e angstrom
residual threshold, energy  1.902e-03 eV = 6.989e-05 hartree
residual threshold, density 4.521e-05 eV = 1.661e-06 hartree
residual threshold, dipole (width) 5.258e-05 eV
residual estimate, dipole (std dev) 2.972e-04 eV
ratio energy/density thresholds 42.1
energy error that guarantees density 5.65e-10 eV
Davidson: res, dE, dE bound in eV; L1 density, trace norm,
  density bound in electrons; dipole error in e angstrom
it res     dE      bound   L1      trace   bound   dipole
 1 3.8e+00 5.6e-01 4.8e+00 7.8e-02 2.0e-01 1.0e+01 5.0e-02
 2 3.8e-01 1.7e-02 4.0e-02 5.1e-02 1.6e-01 8.5e-01 3.5e-02
 3 2.5e-01 3.2e-03 1.7e-02 1.2e-02 2.9e-02 5.5e-01 7.8e-03
 4 5.9e-02 1.1e-04 9.5e-04 3.6e-03 8.5e-03 1.3e-01 2.9e-03
 5 8.1e-03 1.8e-06 1.8e-05 3.4e-04 4.5e-04 1.8e-02 2.0e-04
 6 1.0e-03 1.4e-08 2.8e-07 1.6e-05 2.5e-05 2.2e-03 6.6e-06
 7 7.9e-05 5.6e-11 1.7e-09 1.2e-06 2.5e-06 1.8e-04 4.0e-07
 8 3.9e-06 9.7e-14 4.2e-12 1.0e-07 1.4e-07 8.7e-06 3.7e-08
energy stop: iteration 6, Ritz gap 3.6870 eV
density stop: iteration 8, Ritz gap 3.6846 eV
dipole stop: iteration 8, Ritz gap 3.6846 eV
every check passed
```
